# Ballistic-Diffusive Heat Equations from a Split Phonon Intensity

When a heated film is about as thick as the phonon mean free path, one must decide whether to solve a transport equation in position, direction and time, or a cheaper equation in position and time alone. Fourier's law is a poor choice there, because it can predict more heat than the hot wall is able to emit. The ballistic-diffusive equations lie between the two. Phonons that come straight from a wall are followed along rays, and a diffusion-like law is applied to those that have scattered. Whether this suffices depends on which step is approximate, and on whether a flux or a temperature is wanted.

Take one isotropic phonon branch with constant speed $v$, relaxation time $\tau$ and mean free path $\Lambda=v\tau$. Temperature changes are small, so the heat capacity per volume $C$ is constant, and there is no internal heating. Let $I(\mathbf r,\mathbf s,t)$ be the power per area and solid angle carried in the direction of the unit vector $\mathbf s$, measured as an excess over the initial uniform equilibrium. The excess energy density and the heat flux are
$$u=\frac1v\int I\,d\Omega,\qquad \mathbf q=\int \mathbf s\,I\,d\Omega ,$$
and the temperature rise is defined as $u/C$. In the relaxation-time model
$$\frac{\partial I}{\partial t}+v\,\mathbf s\cdot\nabla I=-\frac{I-I_0}{\tau},$$
where $I_0$ does not depend on direction. Scattering redistributes energy without creating any, so the right side must vanish when integrated over all directions. This gives $4\pi I_0=vu$.

The walls are black: they absorb what arrives and emit isotropically. A wall with temperature rise $\theta_w$ emits $I_w=vC\theta_w/4\pi$. Now write $I=I_b+I_m$ and require
$$\frac{\partial I_b}{\partial t}+v\,\mathbf s\cdot\nabla I_b=-\frac{I_b}{\tau},\qquad
\frac{\partial I_m}{\partial t}+v\,\mathbf s\cdot\nabla I_m=-\frac{I_m-I_0}{\tau}.$$
For directions entering the medium at a wall, $I_b=I_w$ and $I_m=0$. Both parts vanish initially. The sum of the two equations is the original equation, and the sum of the wall and initial conditions is the original set, so the split involves no approximation. The ballistic part $I_b$ holds phonons that have not scattered since leaving a wall. The scattered part $I_m$ is fed by $I_0$, which contains the total energy $u=u_b+u_m$ and not $u_m$ alone.

Integrate each equation over directions and divide by $v$. The ballistic equation gives
$$\frac{\partial u_b}{\partial t}+\nabla\cdot\mathbf q_b=-\frac{u_b}{\tau}.$$
In the scattered equation the right side becomes $(4\pi I_0/v-u_m)/\tau=(u-u_m)/\tau$, so that
$$\frac{\partial u_m}{\partial t}+\nabla\cdot\mathbf q_m=\frac{u_b}{\tau}.$$
What the ballistic population loses, the scattered one gains. Adding the two balances gives $\partial u/\partial t+\nabla\cdot(\mathbf q_b+\mathbf q_m)=0$, the conservation of energy.

For the flux, multiply the scattered equation by $\mathbf s$ and integrate. The isotropic $I_0$ contributes nothing, because $\int\mathbf s\,d\Omega=0$. With the tensor $\mathsf P_m=(1/v)\int\mathbf s\mathbf s\,I_m\,d\Omega$,
$$\frac{\partial\mathbf q_m}{\partial t}+v^2\nabla\cdot\mathsf P_m=-\frac{\mathbf q_m}{\tau}
\quad\Longrightarrow\quad
\tau\frac{\partial\mathbf q_m}{\partial t}+\mathbf q_m=-v\Lambda\,\nabla\cdot\mathsf P_m ,$$
where the second form follows on multiplying by $\tau$ and using $v^2\tau=v\Lambda$. Up to here everything is exact within the model, but $\mathsf P_m$ is a new unknown.

The approximation is to let the scattered intensity be linear in direction, $I_m=a+\mathbf b\cdot\mathbf s$. Since $\int d\Omega=4\pi$, $\int s_is_j\,d\Omega=(4\pi/3)\delta_{ij}$, and integrals of odd products of components vanish, the definitions of $u_m$ and $\mathbf q_m$ give $4\pi a=vu_m$ and $4\pi\mathbf b/3=\mathbf q_m$. Hence
$$I_m=\frac{vu_m+3\,\mathbf s\cdot\mathbf q_m}{4\pi},\qquad (\mathsf P_m)_{ij}=\frac{u_m}{3}\,\delta_{ij}.$$
The term with $\mathbf q_m$ drops out of $\mathsf P_m$ because it contains three components of $\mathbf s$. With $k=Cv\Lambda/3$ the flux equation becomes a Cattaneo law for the scattered part,
$$\tau\frac{\partial\mathbf q_m}{\partial t}+\mathbf q_m=-\frac kC\nabla u_m .$$

To eliminate $\mathbf q_m$, apply $\tau\,\partial/\partial t$ to the scattered energy balance and add the balance itself:
$$\tau\frac{\partial^2u_m}{\partial t^2}+\frac{\partial u_m}{\partial t}
+\nabla\cdot\left(\tau\frac{\partial\mathbf q_m}{\partial t}+\mathbf q_m\right)
=\frac{\partial u_b}{\partial t}+\frac{u_b}{\tau}.$$
The bracket equals $-(k/C)\nabla u_m$. By the ballistic balance, the right side equals $-\nabla\cdot\mathbf q_b$. Therefore
$$\tau\frac{\partial^2u_m}{\partial t^2}+\frac{\partial u_m}{\partial t}
=\nabla\cdot\left(\frac kC\nabla u_m\right)-\nabla\cdot\mathbf q_b .$$
This equation, together with the ballistic solution, forms the ballistic-diffusive equations. The quantity $u_m/C$ has the unit of a temperature, but the temperature rise is $(u_b+u_m)/C$.

The wall condition also needs care. In transport, $I_m$ vanishes for every entering direction, which a linear function of direction cannot satisfy in general. One requires instead that the entering scattered flux vanish. Let $\mathbf n$ be the wall normal pointing into the medium and $\mu=\mathbf s\cdot\mathbf n$. Components of $\mathbf b$ along the wall integrate to zero over the azimuth, so
$$0=2\pi\int_0^1\mu\,(a+b_n\mu)\,d\mu=\pi a+\frac{2\pi}{3}b_n=\frac{vu_m}{4}+\frac{\mathbf n\cdot\mathbf q_m}{2}.$$
Thus $\mathbf n\cdot\mathbf q_m=-vu_m/2$: scattered energy flows out into the wall. Inserting this in the normal component of the Cattaneo law gives $-(v/2)(u_m+\tau\,\partial u_m/\partial t)=-(v\Lambda/3)\,\mathbf n\cdot\nabla u_m$, or
$$u_m+\tau\frac{\partial u_m}{\partial t}=\frac{2\Lambda}{3}\,\mathbf n\cdot\nabla u_m .$$
Setting the total temperature equal to the wall temperature would be wrong here, since the wall fixes what is emitted and not the energy density beside it.

Consider a slab $0<x<L$ whose left wall is raised by $\Delta T$ at $t=0$ while the right wall stays cold. From here on $x$ is in units of $\Lambda$, $t$ in $\tau$, energy densities in $C\Delta T$ and fluxes in $vC\Delta T$, and $l=L/\Lambda$. A wall phonon with direction cosine $\mu>0$ has travelled a path $x/\mu$ on reaching $x$. It survives with probability $e^{-x/\mu}$ and has arrived if $x/\mu<t$. With $I_w=vC\Delta T/4\pi$ and the azimuthal factor $2\pi$, the ballistic moments for $x<t$ are
$$b_n(x,t)=\frac12\int_{x/t}^1\mu^n e^{-x/\mu}\,d\mu ,$$
where $b_0=u_b$ and $b_1=q_b$. They vanish for $x>t$. Use $E_m(x)=\int_0^1\mu^{m-2}e^{-x/\mu}\,d\mu$ for the integral from 0 to 1, and subtract the part from 0 to $x/t$. In that part put $\mu=(x/t)\nu$, so that $x/\mu=t/\nu$. The result is
$$b_n=\frac12\left[E_{n+2}(x)-\left(\frac xt\right)^{n+1}E_{n+2}(t)\right].$$

In the steady state the second term is gone and the total flux $Q$ is uniform:
$$Q=\tfrac12E_3(x)-\tfrac13u_m'(x)\quad\Longrightarrow\quad u_m'=\tfrac32E_3(x)-3Q .$$
Since $E_4'=-E_3$ and $E_4(0)=1/3$, integration from the hot wall gives
$$u_m(x)=u_m(0)+\tfrac32\left[\tfrac13-E_4(x)\right]-3Qx .$$
At the left wall $\mathbf n$ points along $+x$ and $E_3(0)=1/2$, so $u_m(0)=\tfrac23u_m'(0)=\tfrac12-2Q$. At the right wall $\mathbf n$ points along $-x$, so $u_m(l)=-\tfrac23u_m'(l)=2Q-E_3(l)$. Equating this to the integrated profile at $x=l$,
$$\tfrac12-2Q+\tfrac12-\tfrac32E_4(l)-3Ql=2Q-E_3(l),$$
$$Q=\frac{1+E_3(l)-\tfrac32E_4(l)}{4+3l}.$$

For a thick slab the exponential integrals vanish and $Q\to1/(4+3l)$. In ordinary units this is $k\Delta T/(L+4\Lambda/3)$: Fourier's law with an extra length $2\Lambda/3$ at each wall. For a thin slab, $E_3\simeq\frac12-l$ and $E_4\simeq\frac13-\frac l2$, so the numerator is $1-l/4$ and
$$Q\simeq\tfrac14\left(1-\tfrac l4\right)\left(1-\tfrac{3l}4\right)\simeq\tfrac14(1-l).$$
Transport gives the same first correction. In a thin slab $u_b\simeq1/2$, energy scatters out of the ballistic part at the rate $l/2$ per area, and half of it returns to the hot wall, which lowers the flux from $1/4$ by $l/4$.

It is instructive to apply the linear closure to the whole intensity instead. The entering flux is then $u/4+q/2=1/4$ at the hot wall and $u/4-q/2=0$ at the cold one, so $u(0)=1-2Q$ and $u(l)=2Q$. With $u'=-3Q$ this gives $Q=1/(4+3l)$ at every thickness, and the thin-slab correction is $\frac14(1-\frac34l)$, which is wrong at first order. The split avoids this error because the wall emission, which fills only half of all directions and so is not linear in $\mathbf s$, is followed without the closure.

As an example take round model parameters: $v=5000$ m/s, $\Lambda=L=100$ nm, $C=1.2$ MJ/(m³ K) and $\Delta T=1$ K. Then $\tau=\Lambda/v=20$ ps and
$$k=\tfrac13(1.2\times10^6)(5000)(10^{-7})=200\ \text{W/(m K)},$$
$$vC\Delta T=(5000)(1.2\times10^6)(1)=6.0\ \text{GW/m}^2 .$$
Fourier's law with fixed wall temperatures predicts $k\Delta T/L=2.0$ GW/m², above the $6.0/4=1.5$ GW/m² that the hot wall emits. The steady formula gives $Q=0.1401$, or $0.1401\times6.0=0.841$ GW/m². A numerical solution of the transport integral equation gives 0.830 GW/m², so the ballistic-diffusive flux is 1.3 % too high relative to transport. The unsplit closure is 3.3 % too high. Expressed as an apparent conductivity $qL/\Delta T$, the transport result is 83 W/(m K) instead of 200.

The errors at other thicknesses follow the limits found above. At $l=0.1$ the split flux is off by 0.03 % and the unsplit one by 1.6 %. At $l=3$ the errors are 1.7 % and 2.0 %, and at $l=10$ both are 0.77 %, since hardly any wall phonon then crosses unscattered. This is the difference between the extra length $2\Lambda/3$ and the transport value $0.7104\Lambda$; the numerical output shows 0.75 % because its grid is coarse at that thickness.

The transient shows a larger difference. For rapid changes the second time derivative dominates the first, and the scattered equation has the front speed $\sqrt{k/(C\tau)}=v/\sqrt3=2887$ m/s. A Cattaneo law for the whole intensity therefore delivers no heat to the cold wall before 34.6 ps, whereas the fastest phonons arrive after 20 ps. At 30 ps transport gives a cold-wall flux of 0.382 GW/m², the split equations 0.337, and the unsplit law zero. The split result has the right arrival time because $\mathbf q_b$ travels at speed $v$ and feeds $u_m$ as it goes. Over the computed 300 ps, the largest cold-wall error is 0.076 GW/m² for the split equations. For the unsplit law it is about 0.47 GW/m², reached just before its front arrives; the numerical output gives 0.454 because the grid smears that front.

The advantage does not hold at every wall and time. At 60 ps the hot-wall flux is 0.965 GW/m² in transport, 0.933 in the split equations and 0.978 in the unsplit law, which is then the closer of the two. At the same time the split cold-wall flux, 0.757 against 0.692 GW/m², is about 9 % too high.

The energy density is less well described than the steady flux. At the middle of the slab the ballistic-diffusive temperature rise is $0.163+0.262=0.425$ K. The transport value is 0.500 K, as symmetry demands: exchanging the walls and adding the two solutions must give a uniform rise of 1 K, to which each contributes equally at the centre. The result is thus 15 % too low, although the flux is good to about 1 %. The ballistic share, 0.163 K, is exact, so the fault lies in the scattered part, which should be 0.337 K.

The same superposition explains the deficit. With both walls equally hot, the steady transport solution is a uniform isotropic intensity. At the centre, a distance $h=l/2$ from each wall, a fraction $e^{-h/|\mu|}$ of it is ballistic, so the scattered part is proportional to $1-e^{-h/|\mu|}$. This is largest for directions nearly parallel to the walls, because those phonons have come the longest way. With one hot wall, the even moments at the centre are half as large and their ratio is unchanged:
$$\frac{P_m}{u_m}=\frac{\int_0^1\mu^2(1-e^{-h/\mu})\,d\mu}{\int_0^1(1-e^{-h/\mu})\,d\mu}=\frac{\frac13-E_4(h)}{1-E_2(h)} ,$$
where $P_m$ is the component of $\mathsf P_m$ normal to the walls. The closure sets this ratio to $1/3$. The transport computation gives 0.250 for $l=1$. The exact flux equation controls $P_m$, and the closure reads the energy off as $3P_m$, which is 0.252 K in temperature units. This is near the ballistic-diffusive 0.262 K and well below the true 0.337 K. Integrated from the hot wall, the exact flux equation gives for $3P_m$ the same expression as found above for $u_m$, except for the wall value and $Q$. The larger ballistic-diffusive $Q$ alone would lower the value at the centre, so the remaining gap between 0.252 and 0.262 K is due to the approximate wall condition.

Scattered phonons are thus not nearly isotropic when $L$ is comparable to $\Lambda$. Early in the transient they deviate the other way. At 12 ps, in the middle of the slab, $P/u$ is about 0.6 for the scattered part and 0.8 for the whole intensity, because only phonons that have kept close to the wall normal can have come so far in that time: an unscattered one needs $\mu>0.5/0.6=0.83$. The split brings the ratio closer to $1/3$ at that moment, but not close to it.

Two equally hot walls also provide a direct check on any use of the equations for temperature. Adding the ballistic-diffusive solution to its mirror image gives, at the centre,
$$2u(h)=E_2(h)+2\left[\tfrac12-2Q\right]+3\left[\tfrac13-E_4(h)\right]-3Ql .$$
The terms in $Q$ combine to $-(4+3l)Q$, which the flux formula replaces, so that
$$2u(h)=1+E_2(h)-3E_4(h)-E_3(l)+\tfrac32E_4(l).$$
The correct value is 1. The formula reaches it for $l\to0$, where all phonons are ballistic, and for $l\to\infty$, where the centre is diffusive. In between it gives 0.915 at $l=0.1$, 0.850 at $l=1$, 0.938 at $l=3$ and 0.999 at $l=10$.

This defect has a practical consequence. Raising both walls by the same amount should shift the whole profile by that amount, but here it adds a non-uniform shift. The steady temperature profile therefore depends on the equilibrium from which energies are measured. The steady flux does not, since the contributions of two equal walls cancel. In the slab above the cold wall is the reference, and another choice would change the calculated temperatures without any change in the physics.

For this model, then, the ballistic-diffusive equations suit steady fluxes, which were within 2 % of transport at the four thicknesses computed, and the time at which heat first reaches a distant wall. The transient flux is less accurate, and its error changes sign: in the example the cold-wall flux was 12 % too low at 30 ps, crossed the transport value near 34 ps, and was about 13 % too high near 43 ps, where the largest absolute error of 0.076 GW/m² occurs. The equations are also less reliable for the temperature inside a film with $L$ near $\Lambda$: the mid-plane rise above the cold wall was 15 % too low with that wall as reference, and the error changes with the reference. For the steady temperature the unsplit closure does better: its linear profile from $1-2Q$ to $2Q$ passes through the exact value $1/2$ at the centre and does not depend on the reference, and at $l=1$ it stays within about 0.04 K of transport inside the film, against about 0.09 K for the split equations. Where the temperature is needed accurately, the transport equation is the safer choice. The derivation also relies on a single relaxation time: with several branches or a spread of mean free paths, $4\pi I_0=vu$ no longer holds for each group of phonons separately, and the energy balance must couple them. Walls that reflect would return both ballistic and scattered phonons to the medium, so the reflected part would have to be added to the entering intensity, whether it is assigned to $I_b$, to $I_m$ or shared between them. The numerical output lists the fluxes and temperatures used here.

## Computed values

```
speed v = 5000 m/s
mean free path = 100 nm
slab thickness L = 100 nm
heat capacity C = 1.20 MJ/(m^3 K)
wall temperature step = 1.0 K
relaxation time = 20.0 ps
diffusivity k/C = 1.667 cm^2/s
conductivity k = 200.0 W/(m K)
flux scale v C dT = 6.000 GW/m^2
ballistic limit flux = 1.500 GW/m^2
Fourier flux k dT/L = 2.000 GW/m^2
scattered front speed = 2887 m/s
ballistic arrival = 20.0 ps
Cattaneo arrival = 34.6 ps
Wall fluxes in GW/m^2: transport, BDE, whole-Cattaneo
t=12 ps hot: 1.338, 1.324, 1.413
t=12 ps cold: 0.000, 0.000, 0.000
t=30 ps hot: 1.156, 1.133, 1.202
t=30 ps cold: 0.382, 0.337, 0.000
t=60 ps hot: 0.965, 0.933, 0.978
t=60 ps cold: 0.692, 0.757, 0.772
t=300 ps hot: 0.830, 0.840, 0.858
t=300 ps cold: 0.830, 0.840, 0.858
largest cold-wall error, BDE = 0.076 GW/m^2
same, whole-Cattaneo = 0.454 GW/m^2
Steady q/(v C dT): transport, BDE, whole-Cattaneo
L/mfp=0.1: 0.22893, 0.22900, 0.23256
  BDE error = 0.03 %, whole = 1.59 %
L/mfp=1: 0.13835, 0.14009, 0.14286
  BDE error = 1.25 %, whole = 3.26 %
L/mfp=3: 0.07541, 0.07673, 0.07692
  BDE error = 1.74 %, whole = 2.00 %
L/mfp=10: 0.02919, 0.02941, 0.02941
  BDE error = 0.75 %, whole = 0.75 %
example steady flux, transport = 0.8301 GW/m^2
example steady flux, BDE = 0.8405 GW/m^2
mid-plane rise, transport = 0.5000 K
mid-plane rise, BDE = 0.4252 K
  ballistic share = 0.1633 K
  scattered, BDE = 0.2618 K
  scattered, transport = 0.3367 K
  3 P_m/C, transport = 0.2523 K
P/u mid-plane, 12 ps: scattered 0.603, total 0.811
P/u mid-plane, steady: scattered 0.250, total 0.333
BDE mid-plane rise, both walls 1 K hot (true value 1 K):
L/mfp=0.1: 0.9147 K
L/mfp=1: 0.8503 K
L/mfp=3: 0.9376 K
L/mfp=10: 0.9986 K
largest split-unsplit gap = 0.0032 (units of C dT)
```
